# Low-energy tunnelling through a rectangular barrier: where the bare WKB exponential fails

**Question**

I am estimating electron tunnelling between two silicon regions through a 2 nm oxide, as in the path between a channel and a silicon storage node of a memory cell. I treat the oxide as a rectangular barrier of height $V_0$ and width $d$, and use the WKB exponential $e^{-2\kappa d}$ with $\hbar\kappa=\sqrt{2m_b(V_0-E)}$. As the incident energy $E$ goes to zero, this tends to a fixed number, $e^{-2\kappa_0 d}$. Is that the transmission of a very slow electron? If not, what is the correct limit, and does it matter at room temperature?

**Answer**

No. Between identical leads the transmission vanishes in proportion to $E$. The exponential describes the decay inside the barrier, but it omits how small reflection makes the total wave at the barrier's edge when the electron is slow.

**Exact transmission**

Take normal incidence, no bias, and measure $E$ from the band edge of the leads. The effective mass is $m_l$ in the leads and $m_b$ in the barrier, which occupies $0<x<d$. With $0<E<V_0$, define

$$E=\frac{\hbar^2k^2}{2m_l},\qquad V_0-E=\frac{\hbar^2\kappa^2}{2m_b},\qquad \mu=\frac{m_b}{m_l},\qquad \rho=\frac{k\,m_b}{\kappa\,m_l}.$$

Dividing the first two relations gives $k^2/\kappa^2=m_lE/[m_b(V_0-E)]$, so $\rho^2=\mu E/(V_0-E)$.

The wave is $e^{ikx}+re^{-ikx}$ on the left and $t\,e^{ik(x-d)}$ on the right. In the barrier write $\psi=t\,u(x)$. Both $\psi$ and $\psi'/m$ are continuous; the second condition conserves current when the mass changes. At the exit they require $u(d)=1$ and $u'(d)=ik\,m_b/m_l=i\rho\kappa$, hence

$$u(x)=\cosh\kappa(x-d)+i\rho\sinh\kappa(x-d).$$

At the entrance they give

$$1+r=t\,u(0),\qquad 1-r=t\,\frac{m_l\,u'(0)}{ik\,m_b}.$$

Adding the two removes $r$:

$$2=t\left[u(0)+\frac{m_l\,u'(0)}{ik\,m_b}\right].\tag{1}$$

Here $u(0)=\cosh\kappa d-i\rho\sinh\kappa d$ and $u'(0)=\kappa(-\sinh\kappa d+i\rho\cosh\kappa d)$. Since $m_l\kappa/(ik\,m_b)=1/(i\rho)$, the second term in the bracket is $\cosh\kappa d+(i/\rho)\sinh\kappa d$. Therefore

$$\frac1t=\cosh\kappa d+\frac i2\left(\frac1\rho-\rho\right)\sinh\kappa d.$$

The lead velocities are equal, so $T=|t|^2$. Using $\cosh^2=1+\sinh^2$ and $1+\frac14(1/\rho-\rho)^2=\frac14(\rho+1/\rho)^2$,

$$\frac1T=1+\frac14\left(\rho+\frac1\rho\right)^2\sinh^2\kappa d.\tag{2}$$

**The low-energy limit**

Expand the square and insert $\rho^2$. Its $\rho^2$ term is itself of order $E$, so

$$\left(\rho+\frac1\rho\right)^2=\frac{V_0-E}{\mu E}+2+O(E)=\frac{V_0}{\mu E}\left[1+(2\mu-1)\frac E{V_0}+O(E^2)\right].$$

The decay constant also changes: $\kappa\approx\kappa_0(1-E/2V_0)$, where $\kappa_0=\sqrt{2m_bV_0}/\hbar$. The logarithmic derivative of $\sinh^2 y$ is $2\coth y$, so

$$\sinh^2\kappa d=\sinh^2\kappa_0d\left[1-\kappa_0d\coth(\kappa_0d)\frac E{V_0}+O(E^2)\right].$$

Put both into (2), multiply the brackets, and invert:

$$T=aE\,[1+cE+O(E^2)],\qquad a=\frac{4\mu}{V_0\sinh^2\kappa_0d},$$

$$c=\frac{\kappa_0d\coth\kappa_0d+1-2\mu}{V_0}-a.$$

The last $-a$ comes from the 1 in (2). The first correction is small when $|c|E\ll1$. For a thick barrier with $\kappa_0d$ much larger than both 1 and $\mu$, $c\approx\kappa_0d/V_0$. The linear term then suffices when $E\ll V_0/(\kappa_0d)$, a stricter condition than $E\ll V_0$.

The opposite limit is a thin barrier, $\kappa_0d\ll1$, with $E$ and $\mu E$ both much smaller than $V_0$. There $\sinh\kappa d\approx\kappa_0d$ and (2) becomes

$$T\approx\frac1{1+1/(aE)},\qquad aE\approx\frac{2\hbar^2E}{m_l(V_0d)^2}.$$

This is also linear, but only while $aE\ll1$. As $d\to0$ that energy window closes, and at any fixed $E>0$ the transmission tends to 1, as it must without a barrier.

**What the exponential leaves out**

For an opaque barrier, $e^{2\kappa d}\gg1$, replace $\sinh^2\kappa d$ by $e^{2\kappa d}/4$ and drop the 1 in (2):

$$T\approx\frac{16\rho^2}{(1+\rho^2)^2}e^{-2\kappa d}.\tag{3}$$

In the same limit $u(0)\approx\frac12e^{\kappa d}(1-i\rho)$. The density at the entrance, for an incident wave of unit density, is then

$$|\psi(0)|^2=T\,\frac{e^{2\kappa d}}4(1+\rho^2)=\frac{4\rho^2}{1+\rho^2}.$$

So (3) is a product of three factors:

$$T\approx\underbrace{\frac{4\rho^2}{1+\rho^2}}_{\text{entrance density}}\;\underbrace{e^{-2\kappa d}}_{\text{decay}}\;\underbrace{\frac4{1+\rho^2}}_{\text{exit factor}}.$$

As $E\to0$, the exit factor tends to 4 and the decay to a constant. The entrance density tends to $4\mu E/V_0$: the reflected wave nearly cancels the incident one at the edge. That node is the origin of the linear law. Relative to the exponential, $T/e^{-2\kappa d}\to16\mu E/V_0$.

The exponential agrees with (3) when $4\rho=1+\rho^2$. The lower root is $\rho=2-\sqrt3$, so $\rho^2=s=7-4\sqrt3\approx0.0718$. Solving $\mu E=s(V_0-E)$ gives

$$E_\times=\frac{s\,V_0}{\mu+s}.$$

Below $E_\times$ the exponential is too large; just above it, it is too small.

**Numbers for the oxide**

Take rough typical values: $V_0=3.1$ eV, $d=2$ nm, $m_b=0.4\,m_0$ and $m_l=0.9\,m_0$, where $m_0$ is the free-electron mass. This $m_l$ describes silicon valleys whose minima have zero wavevector parallel to the interface; the other valleys are left out. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$\kappa_0=\sqrt{\frac{0.4\times3.1}{0.0381}}=5.705\ \text{nm}^{-1},\qquad \kappa_0d=11.41,\qquad e^{-2\kappa_0d}=1.23\times10^{-10}.$$

Since $\mu=0.444$ and $\sinh^2\kappa_0d\approx e^{2\kappa_0d}/4$,

$$a=\frac{16\times0.444}{3.1}\times1.23\times10^{-10}=2.82\times10^{-10}\ \text{eV}^{-1},$$

$$c=\frac{11.41+1-0.889}{3.1}=3.72\ \text{eV}^{-1}.$$

| $E$ (meV) | exact $T$ | $aE$ | $e^{-2\kappa d}$ |
|---:|---:|---:|---:|
| 1 | $2.83\times10^{-13}$ | $2.82\times10^{-13}$ | $1.23\times10^{-10}$ |
| 10 | $2.93\times10^{-12}$ | $2.82\times10^{-12}$ | $1.28\times10^{-10}$ |
| 25.85 | $8.03\times10^{-12}$ | $7.29\times10^{-12}$ | $1.35\times10^{-10}$ |
| 100 | $4.10\times10^{-11}$ | $2.82\times10^{-11}$ | $1.78\times10^{-10}$ |
| 300 | $2.65\times10^{-10}$ | $8.46\times10^{-11}$ | $3.81\times10^{-10}$ |

The third row is $E=k_BT_L$ at a lattice temperature $T_L=300$ K. There the three factors are $0.0149\times1.35\times10^{-10}\times3.99$, which gives the exact value. At 1 meV the exponential is too large by a factor of about 440. The crossing lies at $E_\times=3.1\times0.0718/(0.444+0.0718)=0.43$ eV, far above thermal energies.

For non-degenerate leads, the incident flux per unit energy is proportional to $e^{-E/k_BT_L}$, because velocity times $dk$ is $dE/\hbar$. The mean transmission is

$$\langle T\rangle=\int_0^\infty\frac{dE}{k_BT_L}\,e^{-E/k_BT_L}\,T(E)\approx a\,k_BT_L\,(1+2c\,k_BT_L).$$

The leading term is $7.3\times10^{-12}$ and the correction raises it by 19%. Numerical integration with the exact $T$ gives $8.9\times10^{-12}$; with the bare exponential it gives $1.36\times10^{-10}$. So yes, it matters: in this model the exponential overestimates the thermal mean by a factor of 15. That number depends strongly on the lead mass, because the prefactor grows with $\mu$: with $m_l=0.19\,m_0$ it is 3.4. The four valleys left out have this light normal mass and carry about 80% of the incident flux. If they tunnel without an extra cost from their parallel momentum, the flux-weighted factor is about 4. A silicon storage node is often doped heavily enough to be degenerate. Its electrons then reach higher energies and the factor is smaller: for $10^{20}$ electrons per cm³ in parabolic bands, with the band edges still aligned, it is about 10 when the final states are empty (weight $\ln[1+e^{(E_F-E)/k_BT_L}]$, with $E_F$ the Fermi level) and about 8 for the small-bias conductance (weight $1/[1+e^{(E-E_F)/k_BT_L}]$).

**When the law changes**

Equation (1) holds for a barrier of any shape within $0<x<d$, with $u$ now the solution in that barrier. For identical leads at $E\to0$, the exit conditions become $u(d)=1$ and $u'(d)=0$. If $V\ge0$ and is not zero throughout, $u''=2m_bVu/\hbar^2\ge0$ makes $u$ grow towards the left, so $u'(0)$ tends to a nonzero constant. The $1/k$ term in (1) then dominates, $t\propto k$, and $T\propto E$. Rounding the corners therefore does not remove the linear law.

It can improve the exponential at higher energy. For $V=V_0\sin^2(\pi x/w)$ with $w=8$ nm and mass $0.4\,m_0$ everywhere, Runge–Kutta integration of the Schrödinger equation at $E=V_0/3$ gives 1.08 times $e^{-2\int\kappa\,dx}$, with the integral taken between the turning points.

A well can be an exception. For a rectangular well with interior wavenumber $q$, the zero-energy solution is $u=\cos q(x-d)$, and $u'(0)=0$ if $qd=\pi$. The $1/k$ term then no longer blocks transmission: $u(0)\to-1$, the second term in (1) also tends to $-1$, and $T\to1$.

Unequal band edges change the power. If the exit edge is lower by $U>0$, the exit wavenumber $k_R$ stays finite as $E\to0$, and $u'(d)=ik_Rm_b/m_l$. The current, proportional to $\operatorname{Im}(u^*u')$, is constant and nonzero across the barrier, so $u'(0)$ cannot vanish. Again $t\propto k$, but now

$$T=\frac{k_R}{k}|t|^2\propto k\propto\sqrt E.$$

Bias has this effect. The transmission still goes to zero, but more slowly.

**How far a real oxide departs from this**

A 2 nm oxide is thin for a nonvolatile memory, and a charge-trap cell with nitride beyond the oxide does not have identical leads. The following factors multiply the exact thermal mean, with other parameters held fixed, and come from numerical integration of the wave equation. A 0.1 V bias, or 0.5 MV/cm, gives 2.4; the WKB exponential for the same tilted barrier then overestimates the mean by 7.7 instead of 15, and by 4.9 at 0.3 V. Programming uses much larger bias, for which the flat barrier is unsuitable.

Image forces give 7.8 if included in the oxide alone and 2.4 if included in the leads too, where they repel the electron. I used classical image energies for an oxide layer between silicon regions. The relative permittivities were about 12 for silicon and, for the oxide, 2.1 for an electron inside it and 3.9 for a slow electron in a lead. Image energies were cut off 12 nm into each lead and held constant within 0.1 nm of an interface, where the classical formula diverges. The factors depend strongly on that second distance: 0.05 nm gives 16 and 4.1, while 0.2 nm gives 4.5 and 1.7. They show only the rough size of the effect.

Formula (2) at $E=k_BT_L$ gives a factor of 3.1 for an oxide thinner by 0.1 nm. The oxide's band structure can matter more. A two-band dispersion with gap $E_g$, $\varepsilon(1+\varepsilon/E_g)=\hbar^2k^2/2m_b$, evaluated at $\varepsilon=-V_0$, multiplies $\kappa_0$ by $\sqrt{1-V_0/E_g}$. For $E_g=9$ eV the exponential $e^{-2\kappa_0d}$ grows by a factor of 77, if $0.4\,m_0$ is read as a band-edge mass. A mass fitted to tunnelling data already absorbs much of this.

The absolute transmission is therefore uncertain by more than a factor of ten. Trap-assisted and phonon-assisted tunnelling, band bending and atomic interface structure are not included. These uncertainties do not rescue the constant limit: for elastic tunnelling through a finite-range potential between identical leads, the entrance density still vanishes with $E$, unless a resonance lies exactly at zero energy as in the well above. An unscreened image repulsion in the leads has a longer range, falling as the inverse square of distance; it makes the transmission vanish faster than $E$.

Numbers in the example were calculated in double precision.
